# Mean-temperature resistance of a uniformly heated disk on a half-space, part 2

A disk of radius \(a\) on the face \(z=0\) heats a block that fills the half-space \(z>0\) and has constant, isotropic thermal conductivity \(k\). The rest of the face is adiabatic. The flow is steady, so \(\nabla^2T=0\) in the block, where \(T\) is the temperature rise above the distant material. The total power is \(Q\), and flux is counted positive into the block. Positions on the face are \(\mathbf r\) and \(\mathbf r'\), measured from the disk centre, with lengths \(r\) and \(r'\).

Any flux \(f(\mathbf r)\) on the disk produces, on the face,

\[
T_f(\mathbf r)=\frac1{2\pi k}\int_{\rm disk}\frac{f(\mathbf r')\,dA'}{|\mathbf r-\mathbf r'|}.
\]

Uniform heating means the flux \(q=Q/(\pi a^2)\). The area mean of its rise defines the mean resistance:

\[
T_{\rm mean}=\frac{1}{\pi a^2}\int_{\rm disk}T\,dA,\qquad
R_{\rm mean}=\frac{T_{\rm mean}}{Q}.
\]

For uniform flux, the centre, mean and rim rises divided by \(Q\) are

\[
R_{\rm centre}=\frac1{\pi ka},\qquad
R_{\rm mean}=\frac8{3\pi^2ka},\qquad
R_{\rm rim}=\frac2{\pi^2ka}.
\]

These surface temperatures were found with chords. In polar coordinates \((s,\theta)\) centred on the observation point, the area element \(s\,ds\,d\theta\) cancels the \(1/s\) of a point source. Opposite directions combine into full chords through that point, and \(\theta\) from \(0\) to \(\pi\) covers the disk.

If the disk instead has one temperature, the flux cannot be uniform. The trial flux is

\[
f_0(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}} .
\]

Its integral over the disk is \(Q\), as required. The question to be answered is why this flux, which becomes infinite at the rim, should give a constant temperature \(T_0\) on the disk.

**A:** The singularity is integrable, as the total power shows. For the temperature, use chords again. Take a chord through the observation point, with half-length \(h\) and distance \(d\) from the disk centre. Let \(t\) be the position along it, measured from its midpoint. Then \(a^2=d^2+h^2\), and a point on the chord has \(r'^2=d^2+t^2\). Subtraction gives \(a^2-r'^2=h^2-t^2\), so

\[
\int_{-h}^{h}\frac{dt}{\sqrt{h^2-t^2}}
=\left[\arcsin\frac th\right]_{-h}^{h}=\pi .
\]

Every chord contributes the same amount, whatever its length. The directions from \(0\) to \(\pi\) cover the disk once, and therefore

\[
T_0=\frac1{2\pi k}\,\frac{Q}{2\pi a}\int_0^\pi\pi\,d\theta
=\frac1{2\pi k}\,\frac{Q}{2\pi a}\,\pi^2
=\frac{Q}{4ka}.
\]

This does not depend on the observation point. The isothermal resistance is \(R_{\rm iso}=1/(4ka)\), and

\[
\frac{R_{\rm mean}}{R_{\rm iso}}
=\frac8{3\pi^2}\times4=\frac{32}{3\pi^2}\approx1.081 .
\]

The mean resistance under uniform heating is about 8.1 % above the isothermal value.

At the centre \(f_0=Q/(2\pi a^2)=q/2\), half the uniform flux. It exceeds \(q\) where \(\sqrt{a^2-r^2}<a/2\), that is, for \(r>\sqrt3\,a/2\). The isothermal disk sends more of its heat through the outer ring, from which it spreads more easily.

**Q:** Is it an accident that the isothermal value is lower, or must any other heating pattern do worse?

**A:** It must, if "worse" is defined with the right average. For a flux \(f\) of total power \(Q\), consider the flux-weighted mean rise

\[
\langle T\rangle_f=\frac1Q\int_{\rm disk}f\,T_f\,dA .
\]

Write \(f=f_0+\delta\). Both \(f\) and \(f_0\) carry \(Q\), so \(\int\delta\,dA=0\). By linearity \(T_f=T_0+T_\delta\), and

\[
\int fT_f\,dA=\int f_0T_0\,dA+\int f_0T_\delta\,dA
+\int\delta\,T_0\,dA+\int\delta\,T_\delta\,dA .
\]

The distance between two points does not change when they are exchanged, so the two middle terms are equal. The third is \(T_0\int\delta\,dA=0\), because \(T_0\) is constant on the disk. Both middle terms therefore vanish.

**Q:** The remaining term contains \(\delta\), which is positive in some places and negative in others. Why can it not be negative?

**A:** Because it measures the squared temperature gradient in the block. Since \(\nabla^2T_\delta=0\),

\[
\nabla\cdot(T_\delta\nabla T_\delta)=|\nabla T_\delta|^2 .
\]

Integrate over the half-space. On the face the outward normal points along \(-z\), so the divergence theorem gives

\[
\int|\nabla T_\delta|^2\,dV
=-\int_{z=0}T_\delta\frac{\partial T_\delta}{\partial z}\,dA
=\frac1k\int_{\rm disk}\delta\,T_\delta\,dA ,
\]

where the last step uses \(\delta=-k\,\partial T_\delta/\partial z\). The distant hemisphere drops out: at distance \(D\) the rise falls at least as fast as \(1/D\) and its gradient as \(1/D^2\), while the area grows as \(D^2\). The result is

\[
\langle T\rangle_f=\frac{Q}{4ka}+\frac kQ\int|\nabla T_\delta|^2\,dV
\ \ge\ \frac{Q}{4ka}.
\]

This holds for fluxes with a finite gradient integral, which includes uniform heating. Equality requires \(\nabla T_\delta=0\), hence \(\delta=0\).

The numerical tests include fluxes proportional to \((1-r^2/a^2)^\nu\). For \(\nu=-0.25\), \(0.5\) and \(1\), the flux-weighted mean resistances are \(0.257\), \(0.300\) and \(0.329\) in units of \(1/(ka)\). All lie above \(0.25\).

**Q:** You defined \(R_{\rm mean}\) with an area average, and now you use a flux-weighted one. Have you changed the question?

**A:** For uniform heating the two coincide:

\[
\frac1Q\int qT\,dA=\frac{q}{\pi a^2q}\int T\,dA=T_{\rm mean}.
\]

The inequality therefore applies to \(R_{\rm mean}\). For another flux the averages can differ, and the area mean can fall below the isothermal value. Exchange symmetry shows this. With \(T_u\) the profile for uniform flux at the same power,

\[
\frac1{\pi a^2}\int T_f\,dA
=\frac1Q\int qT_f\,dA
=\frac1Q\int fT_u\,dA .
\]

If \(f\) is concentrated in ever narrower rings at the rim, the right side approaches \(T_u(a)=2Q/(\pi^2ka)\), or about \(0.203\,Q/(ka)\). That is less than \(0.25\,Q/(ka)\). The rise of the heated ring itself grows without limit, though only logarithmically as the ring narrows, and the ring occupies little area. So the minimum property belongs to the flux-weighted mean and not to the area mean.

**Q:** My chip is not infinite. When does its boundary matter?

**A:** That depends on the shape and cooling of the boundary. One case can be solved with images: a hemisphere of radius \(L>a\), centred on the disk, with its curved surface held at \(T=0\). The flat face remains adiabatic outside the disk.

For a point source at \(\mathbf r'\) on the face, place an image at \(\mathbf r'L^2/r'^2\). It lies in the same plane and outside the hemisphere. For unit power the field is

\[
G=\frac1{2\pi k}\left[
\frac1{|\mathbf x-\mathbf r'|}
-\frac{L/r'}{|\mathbf x-\mathbf r'L^2/r'^2|}\right],
\]

with \(\mathbf x\) the observation point in three dimensions. To check the cold surface, set \(|\mathbf x|=L\) and let \(\gamma\) be the angle between \(\mathbf x\) and \(\mathbf r'\). The squared distance to the image is

\[
L^2-\frac{2L^3\cos\gamma}{r'}+\frac{L^4}{r'^2}
=\frac{L^2}{r'^2}\left(r'^2-2Lr'\cos\gamma+L^2\right)
=\frac{L^2}{r'^2}|\mathbf x-\mathbf r'|^2 .
\]

The two terms in \(G\) then cancel. Since the image lies in the plane of the face, it sends no heat across the face, and the adiabatic condition survives.

**Q:** The image term still has to be averaged over the disk. Do you simply replace it by its value at the centre?

**A:** That gives the leading term, and the next one can be found. For two points on the disk with angle \(\varphi\) between their position vectors, multiply \(r'\) into the root of the image distance:

\[
\frac{L/r'}{|\mathbf r-\mathbf r'L^2/r'^2|}
=\frac{L}{\sqrt{r^2r'^2-2rr'L^2\cos\varphi+L^4}}
=\frac1L\,\frac1{\sqrt{1-2u\cos\varphi+u^2}},
\]

with \(u=rr'/L^2\). For small \(u\), use \((1+x)^{-1/2}=1-x/2+3x^2/8+\dots\) with \(x=-2u\cos\varphi+u^2\):

\[
\frac1{\sqrt{1-2u\cos\varphi+u^2}}
=1+u\cos\varphi+\frac{u^2}{2}(3\cos^2\varphi-1)+O(u^3).
\]

Averaging over \(\varphi\) removes the linear term and turns \(\cos^2\varphi\) into \(1/2\), which leaves \(1+u^2/4\). The cubic term also averages to zero, because the function is unchanged when \(u\) and \(\cos\varphi\) both reverse sign, so odd powers of \(u\) carry odd powers of \(\cos\varphi\).

The area mean of \(r^2\) is

\[
\frac1{\pi a^2}\int_0^ar^2\,2\pi r\,dr=\frac{a^2}{2},
\]

and the same holds for \(r'^2\). The mean of \(u^2\) is thus \(a^4/(4L^4)\), and

\[
R_{\rm hemi}=\frac8{3\pi^2ka}
-\frac1{2\pi kL}\left[1+\frac{a^4}{16L^4}
+O\!\left(\frac{a^8}{L^8}\right)\right].
\]

The leading subtraction is the resistance of the material beyond \(L\) for radial flow, \(\int_L^\infty dD/(2\pi kD^2)\). Its share of the resistance falls only as \(a/L\), so the half-space limit is approached slowly.

**Q:** All this rests on point sources. Has anything been tested without them?

**A:** A finite-volume solution of the heat equation in the hemisphere uses only the conduction law, the prescribed flux and the cold surface. In units of \(1/(ka)\), it gives \(0.23050\) for \(L/a=4\), where the formula gives \(0.23039\). For \(L/a=20\) the values are \(0.26235\) and \(0.26223\). The differences are about 0.05 % of the resistance. I attribute them to the finite grid, but this is a conjecture, since the spacing was not varied.

This comparison is too coarse to check the \(a^4/L^4\) term. A direct average of the image factor at \(L/a=3\) does check it: the average is \(1.000774\), against \(1.000772\) from the first two terms.

**Q:** Put in numbers. How much does the choice of disk temperature matter?

**A:** Take round model values: \(k=100\ \mathrm{W/(m\,K)}\), \(a=50\ \mu\mathrm m\) and \(Q=0.5\ \mathrm W\). The flux is

\[
q=\frac{0.5\ \mathrm W}{\pi(50\times10^{-6}\ \mathrm m)^2}
=6.37\times10^7\ \mathrm{W/m^2},
\]

and the scale of the resistance is

\[
\frac1{ka}=\frac1{100\times50\times10^{-6}}\ \mathrm{K/W}
=200\ \mathrm{K/W}.
\]

The mean resistance and rise follow:

\[
R_{\rm mean}=0.2702\times200\ \mathrm{K/W}=54.0\ \mathrm{K/W},
\]
\[
T_{\rm mean}=54.0\ \mathrm{K/W}\times0.5\ \mathrm W=27.0\ \mathrm K .
\]

The other temperatures come from the same scale:

| Disk temperature | Resistance (K/W) | Rise (K) |
|---|---:|---:|
| Centre, uniform flux | 63.7 | 31.8 |
| Mean, uniform flux | 54.0 | 27.0 |
| Rim, uniform flux | 40.5 | 20.3 |
| Isothermal disk | 50.0 | 25.0 |

The centre is hotter than the mean by the factor \(3\pi/8\approx1.178\), and the rim rise is \(3/4\) of the mean. If a temperature limit applies to the hottest point, the mean resistance understates the rise by 4.8 K here.

**Q:** And if a cold hemispherical surface lies 1 mm away?

**A:** Then \(L/a=20\), and the \(a^4/L^4\) term is negligible. The resistance removed is

\[
\frac1{2\pi kL}=\frac1{2\pi\times100\times10^{-3}}\ \mathrm{K/W}
=1.59\ \mathrm{K/W},
\]

which leaves \(52.45\ \mathrm{K/W}\) and a mean rise of \(26.2\ \mathrm K\). The removed part is 2.95 % of \(R_{\rm mean}\). Even perfect cooling at that radius gains less than 1 K, because most of the resistance lies close to the heater. A larger heated area or a better conductor near the disk acts where the resistance is. The numerical output lists these values.

**Q:** Where should I stop trusting the formula?

**A:** Where one of its assumptions fails. A flat cold base, a nearby side wall or a layered chip needs its own solution; the hemisphere correction cannot simply be transferred. If \(k\) changes appreciably over the temperature rise, the formulas no longer give \(T\) itself. They give \(\theta=(1/k_0)\int k\,dT\), taken from the distant temperature with \(k_0\) the conductivity there, and \(T\) must be recovered from \(\theta\) point by point. The worked example is not safe from this: for a silicon-like \(k\propto T_{\rm abs}^{-1.3}\), with \(T_{\rm abs}\) the absolute temperature and 300 K far away, the centre rise becomes about 34 K instead of 31.8 K and the mean about 28.7 K instead of 27.0 K, a larger change than the hemisphere correction. If \(k\) depends on direction, the point-source field is no longer spherical. In the special case of one value \(k_\parallel\) along the face and another, \(k_z\), into the depth, stretching \(z\) shows that the half-space results on the face still hold with \(k\) replaced by \(\sqrt{k_\parallel k_z}\). If the disk is not large compared with the mean free path of the heat carriers, the local conduction law itself is in doubt.

An interface layer between heater and block can be added easily when the flux through it stays uniform. If the layer has a temperature drop \(r_iq\), with \(r_i\) its resistance times area, every point of the heater rises by that amount. Division by \(Q=\pi a^2q\) adds \(r_i/(\pi a^2)\) to the mean resistance. This term grows as \(1/a^2\) when the heater shrinks, while the spreading term grows as \(1/a\), so within this model the interface dominates for small enough heaters. In a real chip the crossover can lie at radii where the local conduction law already fails, and then this comparison of the two terms no longer holds.

## Numbers as computed

```
SCALED RESULTS (resistance times k a, no unit)
mean, formula 8/(3 pi^2)         0.270190
mean, summed point sources       0.270190
centre, formula 1/pi             0.318310
centre, summed point sources     0.318310
rim, formula 2/pi^2              0.202642
rim, summed point sources        0.202642
isothermal disk, formula 1/4     0.250000
isothermal disk, sources, r=0.4a 0.250000
ratio mean/isothermal            1.08076
ratio centre/mean                1.17810
ratio rim/mean                   0.75000
Flux-weighted mean for flux proportional to (1-r^2/a^2)^nu
  nu = -0.25                     0.25703
  nu =  0.50                     0.30000
  nu =  1.00                     0.32937
Hemisphere with cold curved surface at radius L
  L/a =    4: grid 0.23050, formula 0.23039
  L/a =   20: grid 0.26235, formula 0.26223
image average at L/a = 3         1.000774
1 + a^4/(16 L^4) at L/a = 3      1.000772
WORKED EXAMPLE
conductivity k                   100 W/(m K)
disk radius a                    50 um
heat Q                           0.5 W
heat flux q                      6.3662e+07 W/m^2
1/(k a)                          200.0 K/W
mean       resistance            54.04 K/W
mean       temperature rise      27.02 K
centre     resistance            63.66 K/W
centre     temperature rise      31.83 K
rim        resistance            40.53 K/W
rim        temperature rise      20.26 K
isothermal resistance            50.00 K/W
isothermal temperature rise      25.00 K
sink radius L                    1 mm
mean resistance with sink at L   52.45 K/W
resistance removed by sink       1.59 K/W
removed share of R_mean          2.95 %
mean rise with sink at L         26.22 K
```
